\section*{What the midpoint Green's function $G(\beta/2)$ measures in metals and insulators, part 1}

(Sections cited here and not found follow in the second part.)

\section*{Question}

An imaginary-time calculation for fermions at temperature $T=1/\beta$ delivers the Green's function $G(\tau)$ on $0<\tau<\beta$, while the spectral function $A(\omega)$ lives on the real axis. The number
\begin{equation}
\bar A \equiv -\frac{\beta}{\pi}\,G(\beta/2)
\end{equation}
can be read from the data with no analytic continuation. What exactly does it measure? Over what range of energies does it sample $A$, and how far is it from $A(0)$ in a metal? In an insulator whose nearer band edge lies a distance $\Delta$ from the chemical potential, how fast does it vanish on cooling: as the Boltzmann factor $e^{-\beta\Delta}$, or otherwise? What accuracy does its evaluation demand?

\section*{Answer}

\subsection*{The exact relation}

Units are $k_B=\hbar=1$. The operator $c$ annihilates a fermion in one normalized single-particle state, so $cc^\dagger+c^\dagger c=1$. The states $|n\rangle$ are eigenstates of $K=H-\mu N$ with eigenvalues $E_n$, and $Z=\sum_n e^{-\beta E_n}$; all frequencies are therefore measured from $\mu$. For $0<\tau<\beta$,
\begin{equation}
G(\tau)=-\frac1Z\,\mathrm{Tr}\!\left[e^{-(\beta-\tau)K}\,c\,e^{-\tau K}\,c^\dagger\right]
=-\frac1Z\sum_{nm}|\langle m|c^\dagger|n\rangle|^2\,e^{-(\beta-\tau)E_n-\tau E_m},
\label{lehmann}
\end{equation}
where the trace is written in the states $n$, a complete set $m$ is inserted, and $\langle n|c|m\rangle=\langle m|c^\dagger|n\rangle^*$. The spectral function is
\begin{equation}
A(\omega)=\frac1Z\sum_{nm}|\langle m|c^\dagger|n\rangle|^2\left(e^{-\beta E_n}+e^{-\beta E_m}\right)\delta(\omega-E_m+E_n).
\label{spectral}
\end{equation}
It is non-negative, and its integral is $\langle cc^\dagger\rangle+\langle c^\dagger c\rangle=1$. At a pole $\omega=E_m-E_n$ the thermal factor in \eqref{spectral} equals $e^{-\beta E_n}(1+e^{-\beta\omega})$, and the exponential in \eqref{lehmann} equals $e^{-\beta E_n}e^{-\tau\omega}$. Comparing the two sums term by term gives
\begin{equation}
G(\tau)=-\int d\omega\,A(\omega)\,\frac{e^{-\tau\omega}}{1+e^{-\beta\omega}}.
\label{kernel}
\end{equation}
At $\tau=\beta/2$, multiplying numerator and denominator by $e^{\beta\omega/2}$ turns the kernel into $1/(e^{\beta\omega/2}+e^{-\beta\omega/2})$. Hence
\begin{equation}
\bar A=\int d\omega\,A(\omega)\,W(\omega),\qquad W(\omega)=\frac{\beta}{2\pi\cosh(\beta\omega/2)}.
\label{window}
\end{equation}
This holds for any interacting fermion system in equilibrium, with $A$ taken at the same temperature. The midpoint is the only $\tau$ at which the kernel is even in $\omega$, so that addition ($\omega>0$) and removal ($\omega<0$) count equally. Since $W\le\beta/2\pi$ and $A$ has unit weight, $\bar A\le\beta/2\pi$ always.

\subsection*{Area and width of the window}

All moments of $W$ follow from $I(q)=\int_{-\infty}^{\infty}dx\,e^{qx}/\cosh x$, which converges for $|q|<1$. Integrate $h(x)=e^{qx}/\cosh x$ round the rectangle between the real axis and the line $\mathrm{Im}\,x=\pi$; the vertical sides vanish as they recede. Because $\cosh(x+i\pi)=-\cosh x$, we have $h(x+i\pi)=-e^{iq\pi}h(x)$, and the upper side, run from right to left, contributes $+e^{iq\pi}I$. The only pole inside is $x=i\pi/2$, with residue $e^{iq\pi/2}/\sinh(i\pi/2)=e^{iq\pi/2}/i$. Therefore
\begin{equation}
I(q)\,(1+e^{iq\pi})=2\pi\,e^{iq\pi/2},\qquad I(q)=\frac{\pi}{\cos(\pi q/2)}.
\end{equation}
With $\omega=2x/\beta$, $d\omega=2\,dx/\beta$ and $q=2k/\beta$,
\begin{equation}
\int d\omega\,W(\omega)\,e^{k\omega}=\frac{1}{\pi}I(2kT)=\sec(\pi Tk),\qquad |k|<\beta/2 .
\end{equation}
Setting $k=0$ shows that $W$ has unit area, which is the reason for the factor $\beta/\pi$: a constant $A$ is returned unchanged. The left side is $\sum_j k^j\langle\omega^j\rangle/j!$, and $\sec y=1+y^2/2+5y^4/24+61y^6/720+\dots$, so the odd moments vanish and
\begin{equation}
\langle\omega^2\rangle=(\pi T)^2,\qquad \langle\omega^4\rangle=5(\pi T)^4,\qquad \langle\omega^6\rangle=61(\pi T)^6 .
\label{moments}
\end{equation}
The half maximum lies at $\cosh(\beta\omega/2)=2$, so the full width at half maximum is $4\,\mathrm{arccosh}(2)\,T=5.27\,T$. The weight inside $|\omega|<a$ follows from
\begin{equation}
\frac{d}{dx}\,2\arctan\tanh\frac x2=\frac{1}{\cosh^2(x/2)+\sinh^2(x/2)}=\frac1{\cosh x},
\end{equation}
and equals $(4/\pi)\arctan\tanh(\beta a/4)$: $0.306$ for $a=T$ and $0.739$ for $a=\pi T$. The width is thus proportional to $T$ but amounts to several $T$, and the interval $\pm T$ holds less than a third of the window. At $300$ K, $T=0.025852$ eV and $\beta=38.68$ eV$^{-1}$; the root-mean-square width is $\pi T=0.0812$ eV, the full width is $0.136$ eV, and the peak height is $\beta/2\pi=6.156$ eV$^{-1}$.

\subsection*{The midpoint from Matsubara data}

The transform $G(i\omega_n)=\int_0^\beta d\tau\,e^{i\omega_n\tau}G(\tau)$, with $\omega_n=(2n+1)\pi T$, applied to \eqref{kernel} needs
\begin{equation}
-\int_0^\beta d\tau\,\frac{e^{(i\omega_n-\omega)\tau}}{1+e^{-\beta\omega}}
=-\frac{-e^{-\beta\omega}-1}{(i\omega_n-\omega)(1+e^{-\beta\omega})}=\frac1{i\omega_n-\omega},
\end{equation}
where $e^{i\omega_n\beta}=-1$ was used. So $G(i\omega_n)=\int d\omega\,A(\omega)/(i\omega_n-\omega)$, and $G(-i\omega_n)=G(i\omega_n)^*$ because $A$ is real. In the inverse series $G(\tau)=T\sum_n e^{-i\omega_n\tau}G(i\omega_n)$ the phase at the midpoint is $e^{-i(2n+1)\pi/2}=-i(-1)^n$ for $\omega_n$, and its conjugate for $-\omega_n$. Each pair gives $-i(-1)^n(G-G^*)=2(-1)^n\,\mathrm{Im}\,G$, so
\begin{equation}
G(\beta/2)=2T\sum_{n\ge0}(-1)^n\,\mathrm{Im}\,G(i\omega_n),\qquad
\mathrm{Im}\,G(i\omega_n)=-\int d\omega\,\frac{A(\omega)\,\omega_n}{\omega_n^2+\omega^2}.
\label{matsubara}
\end{equation}

\subsection*{Metals: how far from $A(0)$}

If $A''$ is bounded, Taylor's theorem gives $A(\omega)=A(0)+\omega A'(0)+\tfrac12\omega^2A''(\xi)$ with $\xi$ between $0$ and $\omega$. The linear term averages to zero in the even window, and \eqref{moments} bounds the rest:
\begin{equation}
|\bar A-A(0)|\le\tfrac12(\pi T)^2\sup|A''| .
\label{metalbound}
\end{equation}
Carrying the Taylor series further gives
\begin{equation}
\bar A\simeq A(0)+\frac{(\pi T)^2}{2}A''(0)+\frac{5(\pi T)^4}{24}A^{(4)}(0)+\frac{61(\pi T)^6}{720}A^{(6)}(0)+\dots
\label{series}
\end{equation}
The series is asymptotic. The secant has its nearest poles at $k=\pm\beta/2$, so $\langle\omega^{2j}\rangle/(2j)!$ scales as $(2T)^{2j}$ at large $j$, while $A^{(2j)}(0)$ grows like $(2j)!/\rho^{2j}$ when the Taylor series of $A$ has a finite radius $\rho$; the terms eventually grow. For $\pi T\ll\rho$ the first terms are accurate, and, for a temperature-independent $A$ with $A''(0)\ne0$, the relative deviation from $A(0)$ scales as $T^2$.

For a semicircular band of half-width $D$ centred on $\mu$, $A=A(0)\sqrt{1-\omega^2/D^2}$ with $A(0)=2/\pi D$. Expanding $\sqrt{1-y^2}=1-y^2/2-y^4/8-y^6/16-\dots$ and inserting \eqref{moments} gives, with $x=\pi T/D$,
\begin{equation}
\frac{\bar A}{A(0)}-1\simeq-\frac{x^2}{2}-\frac{5x^4}{8}-\frac{61x^6}{16}.
\end{equation}
Take $D=1$ eV and $300$ K. Integrals over semicircular bands are evaluated here and below by the substitution $\omega=\text{centre}+D\cos\theta$ and Gauss--Chebyshev quadrature with 4000 nodes. The result is $\bar A=0.63450$ eV$^{-1}$, which corresponds to $G(\beta/2)=-\pi T\bar A=-0.05153$, against $A(0)=0.63662$ eV$^{-1}$. The deviation relative to $A(0)$ is $-3.3265\times10^{-3}$. The $T^2$ term is $-3.2981\times10^{-3}$ and the $T^4$ term is $-2.72\times10^{-5}$; their sum, $-3.3253\times10^{-3}$, leaves $-1.2\times10^{-6}$, to be compared with the sixth-order term $-\tfrac{61}{16}(0.0812)^6\approx-1.1\times10^{-6}$.

The estimate can fail when $A$ has structure narrower than $\pi T$ close to $\mu$; far from $\mu$ the window suppresses such structure exponentially, which is why the sharp edges of the semicircle did no harm. A Lorentzian $A=(\gamma/\pi)/(\omega^2+\gamma^2)$ shows both regimes. Closing the contour of $\int d\omega\,A/(z-\omega)$ in the lower half-plane, where for $\mathrm{Im}\,z>0$ the only pole is $\omega=-i\gamma$, gives $1/(z+i\gamma)$, so $\mathrm{Im}\,G(i\omega_n)=-1/(\omega_n+\gamma)$. Write $\omega_n+\gamma=2\pi T(n+a)$ with $a=\tfrac12+\beta\gamma/2\pi$. Then \eqref{matsubara} becomes $G(\beta/2)=-\pi^{-1}\sum_n(-1)^n/(n+a)$. Separating even and odd $n$,
\begin{equation}
\sum_{n\ge0}\frac{(-1)^n}{n+a}=\frac12\sum_{j\ge0}\left[\frac1{j+\frac a2}-\frac1{j+\frac{a+1}2}\right]
=\frac12\left[\psi\!\left(\tfrac{a+1}2\right)-\psi\!\left(\tfrac a2\right)\right],
\end{equation}
by the series $\psi(u)-\psi(v)=\sum_j[1/(j+v)-1/(j+u)]$ for the digamma function, and $\bar A$ is $\beta/\pi^2$ times this sum. As $\gamma\to0$, $a\to\tfrac12$, the sum tends to $2(1-\tfrac13+\tfrac15-\dots)=\pi/2$, and $\bar A\to\beta/2\pi$, the ceiling found above. The second derivative is $A''=(1/\pi\gamma^3)(6u-2)/(1+u)^3$ with $u=\omega^2/\gamma^2$; the function of $u$ starts at $-2$ and has its maximum $\tfrac12$ at $u=1$, so $\sup|A''|=2/\pi\gamma^3$ and the bound \eqref{metalbound} is $(\pi T)^2/\pi\gamma^3$. At $300$ K, adaptive quadrature of \eqref{window} gives, for $\gamma=0.5$ eV, $\bar A=0.6216$ eV$^{-1}$ against $A(0)=1/\pi\gamma=0.6366$ eV$^{-1}$; the error of $0.0150$ eV$^{-1}$ lies inside the bound $0.0168$ eV$^{-1}$. For $\gamma=0.01$ eV it gives $\bar A=5.37$ eV$^{-1}$ against $A(0)=31.8$ eV$^{-1}$. In the second case the bound, $2100$ eV$^{-1}$, carries no information, and $\bar A$ lies $13\%$ below the ceiling $6.156$ eV$^{-1}$: it reflects mainly the weight of the peak, multiplied by $\beta/2\pi$, and not its height. As $\gamma/T\to0$, $\bar A$ reaches the ceiling while $\bar A/A(0)\to0$.

A spectrum that vanishes at $\mu$ as $A=B|\omega|^r$ over a range large against $T$ gives, on substituting $\omega=Tx$ in \eqref{window}, $\bar A\propto BT^r$. A small $\bar A$ at one temperature therefore does not establish a gap. For a temperature-independent spectrum, the dependence on $\beta$ distinguishes this power law from exponential decay, but data over a finite range of temperature cannot exclude a weak background at $\mu$: a flat background adds a constant to $\bar A$, which shows only once the exponential part has fallen to its size.

\subsection*{Insulators: the exponent is $\Delta/2$}

Let $A(\omega)=0$ for $|\omega|<\Delta$. Since $1/(2\cosh x)=e^{-|x|}/(1+e^{-2|x|})$,
\begin{equation}
\tfrac12 e^{-|x|}\le\frac1{2\cosh x}\le e^{-|x|}.
\end{equation}
The upper inequality with $x=\beta\omega/2$ and unit total weight gives
\begin{equation}
|G(\beta/2)|\le e^{-\beta\Delta/2},\qquad\text{equivalently}\qquad \Delta\le 2T\ln\frac1{|G(\beta/2)|}.
\label{gapbound}
\end{equation}
For the converse, assume that $A$ and $\mu$ do not depend on temperature and that $\Delta$ is a true edge, meaning that the weight $w_\eta$ in $\Delta\le|\omega|\le\Delta+\eta$ is positive for every $\eta>0$. The lower inequality gives $|G(\beta/2)|\ge\tfrac12w_\eta e^{-\beta(\Delta+\eta)/2}$. Taking $-\beta^{-1}\ln$ of both bounds, then $\beta\to\infty$, then $\eta\to0$,
\begin{equation}
\lim_{\beta\to\infty}\left[-\frac1\beta\ln\bar A\right]=\frac\Delta2 ,
\end{equation}
the factor $\beta/\pi$ contributing only $\beta^{-1}\ln\beta\to0$. The decay is $e^{-\beta\Delta/2}$ and not $e^{-\beta\Delta}$; for $\mu$ in the middle of a gap $E_g$ it is $e^{-\beta E_g/4}$. Equation \eqref{lehmann} shows the reason: the added particle exists for an imaginary time $\tau=\beta/2$, and its energy cost is paid over that interval only.

The full Boltzmann factor belongs to another window. For the Fermi function $f=1/(e^{\beta\omega}+1)$,
\begin{equation}
-f'(\omega)=\beta f(1-f)=\frac{\beta}{4\cosh^2(\beta\omega/2)},
\end{equation}
so the kernel of $G(\beta/2)$ is $\sqrt{f(1-f)}$, and the average $\int A\,(-f')\,d\omega$, which for independent fermions in rigid bands is $dn/d\mu$, has tails $\beta e^{-\beta|\omega|}$ and decays as $e^{-\beta\Delta}$.

\subsection*{The prefactor}

Let $A\simeq C\epsilon^s$ near the edge, with $\epsilon=|\omega|-\Delta$ and $s>-1$, over a range large against $T$. Expand $1/(2\cosh x)=e^{-x}-e^{-3x}+\dots$ for $x>0$ and use $\int_0^\infty\epsilon^se^{-\lambda\epsilon}d\epsilon=\Gamma(s+1)\lambda^{-(s+1)}$. The first exponential has $\lambda=\beta/2$ and gives
\begin{equation}
\bar A\simeq\frac\beta\pi\,C\,\Gamma(s+1)\,(2T)^{s+1}e^{-\beta\Delta/2},\qquad
-\frac{d\ln\bar A}{d\beta}\simeq\frac\Delta2+sT ,
\label{edgelaw}
\end{equation}
the slope following from $\bar A\propto\beta^{-s}e^{-\beta\Delta/2}$. The second exponential has $\lambda=3\beta/2$ and is a relative correction $-3^{-(s+1)}e^{-\beta\Delta}$, so \eqref{edgelaw} needs $\beta\Delta\gg1$. Two edges contribute additively, and an edge farther away by $\delta$ is down by $e^{-\beta\delta/2}$.

For a semicircular band of weight $w$, $D^2-(\epsilon-D)^2=2D\epsilon\,(1-\epsilon/2D)$, so
\begin{equation}
A=C\,\epsilon^{1/2}\left(1-\frac{\epsilon}{4D}-\frac{\epsilon^2}{32D^2}-\dots\right),\qquad C=\frac{2\sqrt2\,w}{\pi D^{3/2}} .
\end{equation}
With the weight $\epsilon^{1/2}e^{-\beta\epsilon/2}$ the averages are $\langle\epsilon\rangle=\tfrac32(2T)=3T$ and $\langle\epsilon^2\rangle=\tfrac32\cdot\tfrac52(2T)^2=15T^2$. The edge law is then multiplied by $1-3T/4D-15T^2/32D^2$, whose logarithm is $-3T/4D-(\tfrac{15}{32}+\tfrac9{32})T^2/D^2$. Differentiating with $dT/d\beta=-T^2$,
\begin{equation}
-\frac{d\ln\bar A}{d\beta}\simeq\frac\Delta2+\frac T2-\frac{3T^2}{4D}-\frac{3T^3}{2D^2}.
\label{slope}
\end{equation}
The same steps for the window $-f'$, with $\lambda=\beta$ and $\langle\epsilon\rangle=3T/2$, give the slope $\Delta+T/2-3T^2/8D$.

We have shown that $\bar A$ is an average of $A$ over a window of root-mean-square width $\pi T$, close to $A(0)$ in a metal whose spectrum is smooth on that scale, and that for a temperature-independent insulating spectrum at fixed $\mu$ it decays as $e^{-\beta\Delta/2}$, with a prefactor set by the band edge. It remains to test these laws on a model insulator, to treat fixed filling and interacting systems, and to find the accuracy that the evaluation demands.
